# Complete oxidation of a silicon sphere: the Carter-Valensi law

**Q.** A flat silicon wafer oxidises ever more slowly, because the oxidant must cross ever more oxide. Why should a sphere be consumed in a finite time?

**A.** A wafer of finite thickness is consumed in a finite time too, because oxide whose thickness grows as the square root of time passes any given thickness. In a sphere the oxidant must also enter a core of ever smaller area, so a finite time has to be shown by calculation.

Let a sphere of initial radius $R$, bare at $t=0$, have a silicon core of radius $a(t)$ inside oxide of outer radius $b(t)$. I assume spherical symmetry and dense oxide of fixed composition. One volume of silicon makes $z>1$ volumes of oxide. Stress is taken to affect neither transport nor reaction. Volume balance gives

$$b^3-a^3=z(R^3-a^3),\qquad b^3=zR^3-(z-1)a^3 .$$

**Q.** New oxide forms at the core, under the old oxide. Where does the extra volume go?

**A.** Outward. In time $dt$ the core loses $4\pi a^2|\dot a|\,dt$, and $z$ times that volume of oxide appears. One part fills the vacated space; the other $z-1$ parts push the older oxide out. The oxide is incompressible, so the same volume crosses every sphere around the core:

$$v(r)=\frac{(z-1)a^2|\dot a|}{r^2}.$$

**Q.** Then the oxidant diffuses inward through a medium that moves outward, between two moving boundaries. That is not a steady problem.

**A.** Its concentration $C(r,t)$ obeys

$$\frac{\partial C}{\partial t}+v\frac{\partial C}{\partial r}=\frac{D}{r^2}\frac{\partial}{\partial r}\left(r^2\frac{\partial C}{\partial r}\right),$$

with constant diffusivity $D$. At the outer surface $C=C^*$, the solubility. Diffusion-limited growth means that the core consumes oxidant as fast as it arrives, so $C(a)=0$.

Let $N$ be the number of oxidant molecules built into unit volume of oxide. The dissolved amount in the shell is less than $C^*$ times its volume, while the built-in amount is $N$ times its volume. Storage is therefore a fraction below $C^*/N$ of the oxidant used. For oxygen in silica this ratio is of order $10^{-6}$. I drop the left side and return to it once the growth rate is known. Then $r^2\,\partial C/\partial r$ is independent of $r$, and the boundary values give

$$C=C^*\,\frac{1/a-1/r}{1/a-1/b},\qquad r^2\frac{\partial C}{\partial r}=C^*\frac{ab}{b-a}.$$

The inward flow, in molecules per unit time, is

$$Q=4\pi r^2D\frac{\partial C}{\partial r}=4\pi DC^*\frac{ab}{b-a}.$$

**Q.** How does this flow set the core speed? I suspect a factor $z$ can go astray.

**A.** Unit volume of silicon becomes $z$ volumes of oxide and so takes up $zN$ oxidant molecules. Hence $Q=4\pi a^2|\dot a|\,zN$. Equating the two expressions for $Q$ and multiplying by $(b-a)/(4\pi abN)$ gives

$$z|\dot a|\,\frac{a(b-a)}{b}=\frac{DC^*}{N}.$$

Define the parabolic constant $B=2DC^*/N$. Since $a(b-a)/b=a-a^2/b$,

$$z|\dot a|\left(a-\frac{a^2}{b}\right)=\frac B2. \tag{1}$$

The plane limit shows what $B$ measures. If a thin layer $\delta=R-a\ll R$ has been consumed, the oxide thickness is $x=b-a\approx z\delta$, and $a/b\approx1$. Equation (1) becomes $x\dot x=B/2$, so $x^2=Bt$. Thus $B$ refers to oxide thickness. A constant defined by the thickness of silicon lost would be smaller by $z^2$.

**Q.** Now justify the terms you dropped.

**A.** To compare advection with diffusion, integrate $v/D$ across the shell and use (1):

$$\int_a^b\frac vD\,dr=\frac{(z-1)a^2|\dot a|}{D}\left(\frac1a-\frac1b\right)=\frac{z-1}{z}\frac{C^*}{N}.$$

This small number stays the same throughout growth at the rate (1). For the time derivative, a thin film relaxes in a time of order $x^2/D$ but grows in $x^2/B$; the ratio is $B/D=2C^*/N$.

The size of the error can also be found numerically. I solved the full equation, with moving boundaries and advection, by Chebyshev collocation for $z=2.25$, following the core from $0.9R$ to $0.3R$ from a linear initial profile. The time exceeds the quasi-steady one by 0.60 % for $C^*/N=0.01$ and by 0.060 % for $C^*/N=0.001$. Scaling this in proportion to $C^*/N=2.3\times10^{-6}$ gives a relative shift of order $10^{-6}$ over the same range of core radii.

**Q.** Equation (1) still contains $b$, a cube root of a cubic in $a$. Can it be integrated in closed form?

**A.** Yes. Let $s$ be the core radius as integration variable and $\beta(s)$ the matching outer radius. From (1), $dt=-(2z/B)(s-s^2/\beta)\,ds$, so

$$\frac{Bt}{2}=z\int_a^R\left(s-\frac{s^2}{\beta}\right)ds .$$

The first term gives $(R^2-a^2)/2$. For the second, differentiate $\beta^3=zR^3-(z-1)s^3$ to get $\beta^2d\beta=-(z-1)s^2ds$. Dividing by $\beta$ turns the awkward term into a simple one:

$$\frac{s^2\,ds}{\beta}=-\frac{\beta\,d\beta}{z-1}.$$

The limits $s=a$ and $s=R$ correspond to $\beta=b$ and $\beta=R$. Therefore

$$\int_a^R\frac{s^2}{\beta}ds=-\frac{1}{z-1}\int_b^R\beta\,d\beta=\frac{b^2-R^2}{2(z-1)} .$$

Inserting both integrals and multiplying by 2,

$$Bt=z\left[R^2-a^2-\frac{b^2-R^2}{z-1}\right]=\frac{z}{z-1}\left[zR^2-(z-1)a^2-b^2\right]. \tag{2}$$

**Q.** A powder experiment measures conversion, not radii.

**A.** The converted fraction is $X=1-(a/R)^3$. Hence $a^2=R^2(1-X)^{2/3}$. The volume balance gives $b^3=R^3[z-(z-1)(1-X)]=R^3[1+(z-1)X]$. Substitution in (2) yields the Carter-Valensi law,

$$z-(z-1)(1-X)^{2/3}-[1+(z-1)X]^{2/3}=\frac{(z-1)Bt}{zR^2}. \tag{3}$$

Since $b>a$ once oxide exists, (1) makes $a$ fall steadily, and each $X$ up to 1 belongs to one time. At $X=1$,

$$\tau=\frac{zR^2\,(z-z^{2/3})}{(z-1)B}. \tag{4}$$

This is finite and scales as $R^2$.

**Q.** If the oxide does not swell, $z=1$, you divide zero by zero.

**A.** Use (1) directly. With $z=1$ the outer radius stays at $R$, and

$$Bt=2\int_a^R\left(s-\frac{s^2}{R}\right)ds=R^2-a^2-\frac{2(R^3-a^3)}{3R}=R^2\left[1-\frac{2X}{3}-(1-X)^{2/3}\right].$$

This is the Ginstling-Brounshtein law, with $\tau=R^2/(3B)$. Equation (4) has the same limit: for $z=1+\epsilon$, $z-z^{2/3}\approx\epsilon/3$.

**Q.** What happens at the very end? A vanishing core has vanishing area to receive oxidant.

**A.** For $a\ll b$, (1) reduces to $za|\dot a|\approx B/2$, or $d(a^2)/dt\approx-B/z$. Integrating back from $\tau$,

$$a^2\approx\frac{B(\tau-t)}{z},\qquad 1-X\approx\left[\frac{B(\tau-t)}{zR^2}\right]^{3/2}.$$

The boundary speed diverges as $1/a$, yet the silicon volume consumed per unit time, $4\pi a^2|\dot a|\approx2\pi Ba/z$, goes to zero. Conversion therefore flattens as it reaches 1. The quasi-steady profile near the core survives. Locally $a|\dot a|/D\approx C^*/(zN)$ remains small. A larger correction comes from the whole shell filling with oxidant as the sink shrinks: to first order in $C^*/N$ it lowers the flow to the core by the fraction $b|\dot a|/(3D)\approx(C^*/N)\,b/(3za)$. This grows as the core shrinks, but for $z=2.25$ and $C^*/N=2.3\times10^{-6}$ it is still only about $10^{-3}$ at $a=R/2000$.

**Q.** Put numbers in.

**A.** Take a particle with $R=2\ \mu\mathrm m$ in dry oxygen at 1200 °C and 760 Torr. Rough typical values are $z=2.25$ and $B=0.05\ \mu\mathrm m^2/\mathrm h$. At half conversion, $a=2(0.5)^{1/3}=1.587\ \mu$m and $b=2(1.625)^{1/3}=2.351\ \mu$m. The prefactor in (2) is $z/[(z-1)B]=36\ \mathrm h/\mu\mathrm m^2$, so

$$t=36\,[9-1.25(1.5874)^2-(2.3513)^2]\ \mathrm h\approx11.6\ \mathrm h .$$

For full conversion, $b=2(2.25)^{1/3}=2.6207\ \mu$m and

$$\tau=36\,[9-(2.6207)^2]\ \mathrm h\approx76.7\ \mathrm h,$$

or 3.2 days. Other conversions follow in the same way:

| $X$ | $a$ (μm) | $b$ (μm) | $t$ (h) |
|---|---|---|---|
| 0.25 | 1.817 | 2.190 | 2.8 |
| 0.50 | 1.587 | 2.351 | 11.6 |
| 0.75 | 1.260 | 2.493 | 28.8 |
| 0.90 | 0.928 | 2.571 | 47.2 |
| 0.99 | 0.431 | 2.616 | 69.3 |
| 1 | 0 | 2.621 | 76.7 |

The first half of the silicon takes 15 % of $\tau$; the last tenth takes 38 %. Solving (3) numerically for $X$ at 24 h gives 0.70.

**Q.** The outer radius grows by less than a third. Could we have left it at $R$?

**A.** Not without a sizeable error. Keep $z$ in the oxidant balance but set $b=R$ in (1). The integral above then gives $\tau=zR^2/(3B)=60$ h, which is 22 % below the value with swelling. The real shell reaches farther out, and its diffusion resistance, proportional to $1/a-1/b$, is larger.

Geometry matters more. A plate of half-thickness $R$, oxidised from both faces and swelling only along its normal, needs oxide of thickness $zR$ on each side. With the same $B$ this takes $(zR)^2/B=405$ h, about 5.3 times as long as the sphere.

**Q.** You let the boundary speed diverge. No interface reaction can keep up with that.

**A.** Correct, so the diffusion-limited assumption must fail near the end. Let the reaction take up $kC_i$ molecules per unit area and time, where $C_i=C(a)$ is no longer zero. Then

$$Q=4\pi D(C^*-C_i)\frac{ab}{b-a}=4\pi a^2kC_i .$$

Solving each equality for its concentration difference and adding removes $C_i$:

$$C^*=\frac{Q}{4\pi}\left[\frac1D\left(\frac1a-\frac1b\right)+\frac1{ka^2}\right].$$

Insert $Q/(4\pi)=a^2|\dot a|zN$, multiply by $D/N$, and define $A=2D/k$:

$$z|\dot a|\left(a-\frac{a^2}{b}+\frac A2\right)=\frac B2. \tag{5}$$

The added term is constant, so it adds $(2z/B)(A/2)R=zAR/B$ to the complete time. The speed now tends to the finite value $B/(zA)$ as $a\to0$. Reaction also controls the first thin film, where $a-a^2/b$ is small.

With a rough $A=0.04\ \mu$m, the addition is $2.25(0.04)(2)/0.05=3.6$ h, or 4.7 % of $\tau$. Relative to (4) it scales as $A/R$, so for fixed $A$ it matters more in smaller particles. The reaction constant also depends on the crystal face, and a sphere shows all faces. The value used is typical of (111) silicon; on (100) silicon $A$ is roughly 1.7 times larger, which would make the addition about 6 h.

**Q.** "Stress-free" troubles me too. Oxide that is pushed outward is also stretched around the sphere.

**A.** Its stress can be estimated by treating it as a Newtonian liquid of viscosity $\eta$. Write $v=c/r^2$ with $c=(z-1)a^2|\dot a|$. This flow has neither divergence nor curl, so its viscous force vanishes and force balance makes the pressure $p$ uniform. The radial stress is

$$\sigma_{rr}=-p+2\eta\frac{dv}{dr}=-p-\frac{4\eta c}{r^3}.$$

A free outer surface requires $\sigma_{rr}(b)=0$, so $p=-4\eta c/b^3$. The negative sign means that the oxide is under mean tension $4\eta c/b^3$. The core, by contrast, feels a compressive normal pressure

$$P=-\sigma_{rr}(a)=4\eta c\left(\frac1{a^3}-\frac1{b^3}\right)=\frac{4\eta(z-1)|\dot a|}{a}\left(1-\frac{a^3}{b^3}\right).$$

For diffusion-limited growth, (1) gives $|\dot a|=B/[2za(1-a/b)]$. Dividing $1-(a/b)^3$ by $1-a/b$ leaves

$$P=\frac{2\eta(z-1)B}{za^2}\left(1+\frac ab+\frac{a^2}{b^2}\right).$$

With a rough $\eta=10^{12}$ Pa s, this is 12 MPa in the thin-film limit, 24 MPa at $a=1\ \mu$m and about 420 MPa at $a=0.2\ \mu$m. Stress is thus chiefly a late problem for the core.

**Q.** Does it change the time appreciably?

**A.** Suppose pressure lowers $k$ by the factor $\exp(-PV_k/k_BT)$, with a rough activation volume $V_k=0.013\ \mathrm{nm}^3$. Then $A$ in (5) rises by the inverse factor, while $P$ itself depends on $|\dot a|$. I solved this balance for the speed by bracketed root finding and integrated the time numerically down to a 1 nm core, below which a continuum picture is doubtful. Down to that core size, stress adds 1.4 h to the reaction-corrected time for $\eta=10^{12}$ Pa s, but 11 h for $10^{13}$ Pa s. These figures depend on the cutoff and on the constant viscosity. More than nine tenths of the added time comes from core pressures above 0.5 GPa, where silica is expected to shear-thin, that is, to flow more easily than a Newtonian liquid. The real delay could then be several times smaller. Near the centre a fixed speed would make $P\propto|\dot a|/a$ diverge and stop the reaction, so $|\dot a|$ must fall almost in proportion to $a$. In this Newtonian model the delay therefore grows slowly, without limit, as the cutoff is lowered; that growth should not be read as a property of real silica.

**Q.** And the tension in the oxide?

**A.** It should act the other way if it opens the oxide and raises $D$ by $\exp(\sigma V_D/k_BT)$, where $\sigma=4\eta c/b^3$ and solubility is held fixed. To first order, each interval $dt=da/|\dot a|$ (with $da$ counted positive) shortens by the fraction $\sigma V_D/k_BT$. The speed cancels:

$$\Delta\tau=\frac{4\eta(z-1)V_D}{k_BT}\int_0^R\frac{a^2}{b^3}\,da=\frac{4\eta V_D\ln z}{3k_BT}.$$

The integral follows from $d(b^3)=-3(z-1)a^2da$, with $b^3$ running between $zR^3$ and $R^3$. A rough $V_D=0.075\ \mathrm{nm}^3$ gives a saving of 1.1 h at $10^{12}$ Pa s. The formula fails for the early film, where (1) makes the speed and tension very large: faster growth raises the tension, which raises $D$ and the speed again, and with the exponential law no finite speed satisfies the balance. At $10^{12}$ Pa s this affects only about the first 5 % of conversion, and at $10^{13}$ Pa s about the first 35 %. The runaway belongs to an infinitely fast reaction: with the term $A/2$ of (5) kept, the speed cannot exceed $B/(zA)$ and a finite speed always exists. At $10^{12}$ Pa s the saving is then about 1.0 h. At $10^{13}$ Pa s the balance admits several speeds between about 32 % and 48 % conversion, and the tension in the early film approaches 4 GPa, so the 11 h that the formula gives there is not a usable estimate. The near-equality of the opposing shifts depends on the chosen parameters; it is not a general cancellation.

**Q.** Would you trust 76.7 h for a real furnace run?

**A.** As an estimate of three to four days, for a dense, round particle with parameters close to these. The values of $A$ and $B$ are rough figures for flat silicon in dry oxygen at this temperature. The assumption most plainly broken is an infinitely fast reaction; correcting it moves the time to about 80 h, or a few hours more with the larger $A$ of slower-reacting faces. The fast initial growth of dry oxide matters little: even with the linear reaction term included, a 25 nm film on a flat surface corresponds to only $(x^2+Ax)/B\approx0.03$ h. Temperature matters more: with an activation energy near 1.2 eV, a furnace 10 K hotter has $B$ larger by 6.6 %, and $\tau$ in (4) falls as $1/B$.

At lower temperature silica is more viscous, and the stress-free assumption weakens. Curved silicon structures can then oxidise markedly more slowly than flat ones, and (4) should not be used to promise complete conversion. Cracks or pores would break the assumption of dense oxide by giving oxygen shorter paths; the present model cannot size that effect.
